# Damping Newton iteration for varistor networks with a broadened breakdown knee: test program

```python
# Result under test: a random network of nonlinear grain boundaries has one
# solution, found by damped Newton iteration on its convex co-content, and a
# spread of breakdown voltages broadens the knee of its current-voltage curve.
# Symbols: n layers of boundaries, W grains per layer, V applied voltage (V),
# u breakdown voltages (V), delta half-width of their uniform distribution,
# w smoothing voltage (V), g_low and g_high off and on conductances (mS).
# Currents are in mA, co-content in mA V. Boundary voltages are v = A x + s V,
# with x the potentials of the interior grains.
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.csgraph import dijkstra
from scipy.special import expit, spence

ARMIJO = 0.25


def lattice_edges(n, W):
    k, j, q = np.meshgrid(np.arange(n), np.arange(W), np.arange(2),
                          indexing="ij")
    tail = (k * W + j).ravel()
    head = ((k + 1) * W + (j + q) % W).ravel()
    return tail, head


def incidence(n, W):
    tail, head = lattice_edges(n, W)
    full = np.zeros((len(tail), (n + 1) * W))
    rows = np.arange(len(tail))
    full[rows, tail] = 1.0
    full[rows, head] = -1.0
    return full[:, W:n * W].copy(), full[:, :W].sum(axis=1)


def linear_profile(n, W, V):
    return np.repeat(V * (1 - np.arange(1, n) / n), W)


def ramp_integral(y, w):
    # integral of w*log(1+exp(y/w)) from minus infinity to y
    z = y / w
    tail = -spence(1 + np.exp(-np.abs(z)))
    return w**2 * np.where(z <= 0, tail, np.pi**2 / 6 + z**2 / 2 - tail)


def breakdown_law(u, g_low, g_high, w):
    dg = g_high - g_low

    def law(v):
        content = g_low * v**2 / 2 + dg * (
            ramp_integral(v - u, w) + ramp_integral(-v - u, w))
        current = g_low * v + dg * w * (
            np.logaddexp(0, (v - u) / w) - np.logaddexp(0, (-v - u) / w))
        slope = g_low + dg * (expit((v - u) / w) + expit((-v - u) / w))
        return content, current, slope
    return law


def power_law(u, alpha):
    def law(v):
        r = np.abs(v) / u
        return (u * r**(alpha + 1) / (alpha + 1), np.sign(v) * r**alpha,
                alpha * r**(alpha - 1) / u)
    return law


def newton(A, s, law, V, x, damped=True, max_iter=500, tol=1e-10):
    """Return x, converged flag, history of (content, residual, step)."""
    x = x.copy()
    content, current, slope = law(A @ x + s * V)
    total = content.sum()
    grad = A.T @ current
    history = [(total, np.abs(grad).max(), 0.0)]
    for _ in range(max_iter):
        if history[-1][1] < tol:
            return x, True, history
        d = -np.linalg.solve((A.T * slope) @ A, grad)
        descent = grad @ d
        t = 1.0
        while True:
            trial = x + t * d
            content, current, slope = law(A @ trial + s * V)
            new_total = content.sum()
            slack = 1e-12 * (1 + abs(total))
            if (not damped or t < 1e-12 or
                    new_total <= total + ARMIJO * t * descent + slack):
                break
            t /= 2
        x, total = trial, new_total
        grad = A.T @ current
        history.append((total, np.abs(grad).max(), t))
    return x, history[-1][1] < tol, history


def terminal(A, s, law, V, x):
    """Minimum content, terminal current and differential conductance."""
    content, current, slope = law(A @ x + s * V)
    coupling = A.T @ (slope * s)
    H = (A.T * slope) @ A
    G = s @ (slope * s) - coupling @ np.linalg.solve(H, coupling)
    return content.sum(), s @ current, G


def cheapest_path(n, W, u):
    tail, head = lattice_edges(n, W)
    size = (n + 1) * W
    graph = coo_matrix((u, (tail, head)), shape=(size, size)).tocsr()
    dist = dijkstra(graph, directed=False, indices=np.arange(W),
                    min_only=True)
    return dist[n * W:].min()


def greedy_path(n, W, u):
    j, cost = 0, 0.0
    for k in range(n):
        first = 2 * (k * W + j)
        q = int(u[first + 1] < u[first])
        cost += u[first + q]
        j = (j + q) % W
    return cost


rng = np.random.default_rng(7)
n, W = 12, 12
u0, w, g_high, g_low = 3.0, 0.05, 1.0, 1e-4
A, s = incidence(n, W)
pattern = rng.uniform(-1, 1, len(s))
print(f"layers n = {n}, grains per layer W = {W}")
print(f"boundaries = {len(s)}, unknown potentials = {A.shape[1]}")
print(f"centre u0 = {u0:.2f} V, smoothing w = {w:.3f} V")
print(f"g_high = {g_high:.1f} mS, g_low = {g_low:.1e} mS")
print(f"mean of random pattern (units of delta) = {pattern.mean():.4f}")

# The closed co-content is the integral of the boundary current.
single = breakdown_law(u0, g_low, g_high, w)
for v_end in (2.9, 3.3):
    area = quad(lambda v: float(single(v)[1]), 0, v_end,
                points=[2.7, 2.85], epsabs=1e-11, limit=200)[0]
    assert abs(area - (single(v_end)[0] - single(0.0)[0])) < 1e-8

# Small network: compare Newton with node-by-node root bracketing.
As, ss = incidence(4, 3)
small_law = breakdown_law(u0 + 0.6 * rng.uniform(-1, 1, len(ss)),
                          0.05, g_high, w)
Vs = 4 * 3.1
xs, ok, _ = newton(As, ss, small_law, Vs, linear_profile(4, 3, Vs))
assert ok
y = linear_profile(4, 3, Vs)
for sweep in range(1500):
    old = y.copy()
    for node in range(len(y)):
        base = As @ y + ss * Vs - As[:, node] * y[node]

        def node_balance(p):
            return As[:, node] @ small_law(base + As[:, node] * p)[1]
        y[node] = brentq(node_balance, -1.0, Vs + 1.0)
    if np.abs(y - old).max() < 1e-10:
        break
I_newton = terminal(As, ss, small_law, Vs, xs)[1]
I_nodes = terminal(As, ss, small_law, Vs, y)[1]
assert abs(I_newton - I_nodes) < 1e-7
print(f"small network: Newton current = {I_newton:.8f} mA")
print(f"small network: node-by-node   = {I_nodes:.8f} mA")

# Guaranteed step length and contraction, at a modest conductance ratio.
kappa = g_high / 0.3
mild = breakdown_law(u0 + 0.9 * pattern, 0.3, g_high, w)
start = rng.uniform(0, 36, A.shape[1])
_, ok, hist = newton(A, s, mild, 36.0, start)
assert ok
for before, after in zip(hist[:-1], hist[1:]):
    t = after[2]
    assert t >= min(1.0, (1 - ARMIJO) / kappa)
    bound = (1 - 2 * ARMIJO * t / kappa) * (before[0] - hist[-1][0])
    assert after[0] - hist[-1][0] <= bound + 1e-8

# Cold-start history for the working parameters.
law06 = breakdown_law(u0 + 0.6 * pattern, g_low, g_high, w)
V = 36.0
x, ok, hist = newton(A, s, law06, V, linear_profile(n, W, V))
assert ok and hist[-1][2] == 1.0 and hist[-1][1] < 1e-2 * hist[-2][1]
print(f"cold start, delta = 0.6 V, V = {V:.0f} V, "
      f"{len(hist) - 1} iterations")
shown = list(enumerate(hist))
if len(shown) > 14:
    shown = shown[:6] + shown[-8:]
for it, (_, residual, t) in shown:
    print(f"  iteration {it}: step {t:.4f}, residual {residual:.2e} mA")

# Terminal derivatives against finite differences.
h = 0.01
sides = []
for Vh in (V - h, V + h):
    xh, ok, _ = newton(A, s, law06, Vh, x)
    assert ok
    sides.append(terminal(A, s, law06, Vh, xh))
_, I, G = terminal(A, s, law06, V, x)
assert abs((sides[1][0] - sides[0][0]) / (2 * h) - I) < 1e-4
assert abs((sides[1][1] - sides[0][1]) / (2 * h) - G) < 1e-3
print(f"at {V:.0f} V: I = {I:.5f} mA, dI/dV = {G:.5f} mS")

# Full steps without damping compared with damped steps, sharp boundaries.
failures, damped_counts = 0, []
for _ in range(20):
    sharp = breakdown_law(u0 + 0.9 * rng.uniform(-1, 1, len(s)),
                          g_low, g_high, 0.01)
    guess = linear_profile(n, W, V)
    _, ok, hist = newton(A, s, sharp, V, guess)
    assert ok
    damped_counts.append(len(hist) - 1)
    _, ok, _ = newton(A, s, sharp, V, guess, damped=False, max_iter=60)
    failures += not ok
print("sharp networks: w = 0.01 V, delta = 0.9 V, 20 samples")
print(f"  damped: all converged, at most {max(damped_counts)} iterations")
print(f"  undamped: {failures} of 20 not converged in 60 iterations")

# The cheapest path marks the onset of conduction for sharp boundaries.
u06 = u0 + 0.6 * pattern
V_on = cheapest_path(n, W, u06)
sharp = breakdown_law(u06, 1e-6, g_high, 0.01)
onset_currents = []
for Vt in (V_on - 0.6, V_on + 0.6):
    xt, ok, _ = newton(A, s, sharp, Vt, linear_profile(n, W, Vt))
    assert ok
    onset_currents.append(terminal(A, s, sharp, Vt, xt)[1])
most_bonds = V_on / u06.min()
assert onset_currents[0] < 1e-3
assert onset_currents[1] > g_high * 0.6 / (2 * most_bonds)
print(f"cheapest path, delta = 0.6 V: V_on = {V_on:.4f} V")
print("onset test uses w = 0.01 V, g_low = 1e-6 mS")
print(f"  I at V_on - 0.6 V = {onset_currents[0]:.3e} mA")
print(f"  I at V_on + 0.6 V = {onset_currents[1]:.3e} mA")

# Current-voltage curves for one pattern scaled to four disorder strengths.
grid = 1.8 + 0.025 * np.arange(113)
G_off, G_on = 2 * W * g_low / n, 2 * W * g_high / n
curves, widths, exponents = {}, [], []
print("per layer: onset, mean u, 10-90% knee width; then max dlnI/dlnV")
for delta in (0.0, 0.3, 0.6, 0.9):
    u = u0 + delta * pattern
    law = breakdown_law(u, g_low, g_high, w)
    x = linear_profile(n, W, n * grid[0])
    previous = n * grid[0]
    I_curve, G_curve = [], []
    for V in n * grid:
        x, ok, _ = newton(A, s, law, V, x * V / previous)
        assert ok
        previous = V
        _, I, G = terminal(A, s, law, V, x)
        I_curve.append(I)
        G_curve.append(G)
    I_curve, G_curve = np.array(I_curve), np.array(G_curve)
    rise = (G_curve - G_off) / (G_on - G_off)
    assert rise[0] < 0.1 and rise[-1] > 0.9
    a = np.flatnonzero(rise >= 0.1)[0] - 1
    b = np.flatnonzero(rise < 0.9)[-1]
    low, high = [grid[i] + (grid[i + 1] - grid[i]) * (level - rise[i])
                 / (rise[i + 1] - rise[i])
                 for i, level in ((a, 0.1), (b, 0.9))]
    widths.append(high - low)
    exponents.append((n * grid * G_curve / I_curve).max())
    curves[delta] = I_curve
    onset = cheapest_path(n, W, u) / n
    assert onset <= u.mean() + 1e-12
    print(f"  delta {delta:.1f} V: {onset:.4f} V, {u.mean():.4f} V, "
          f"{widths[-1]:.4f} V; {exponents[-1]:.1f}")
    # Fully open network: straight line with intercept set by the mean of u.
    V = 6.0 * n
    x, ok, _ = newton(A, s, law, V, linear_profile(n, W, V))
    assert ok
    line = 2 * W / n * (g_high * V - (g_high - g_low) * n * u.mean())
    assert abs(terminal(A, s, law, V, x)[1] - line) < 1e-7
uniform_width = 2 * w * np.log(9)
assert abs(widths[0] - uniform_width) < 0.005
assert np.all(np.diff(widths) > 0)
assert exponents[-1] < exponents[0]
print(f"equal-boundary width 2 w ln 9 = {uniform_width:.4f} V")
print("current in mA at V/n, for delta = 0 and delta = 0.9 V")
for target in (2.4, 2.6, 2.8, 3.0, 3.2, 3.6, 4.0):
    i = np.argmin(np.abs(grid - target))
    print(f"  {grid[i]:.2f} V: {curves[0.0][i]:.5f}, {curves[0.9][i]:.5f}")

# The gap between onset and mean breakdown persists with thickness.
delta = 0.6
print("thickness, delta = 0.6 V: mean V_on/n and greedy path/n")
for size in (12, 24, 48):
    best, greedy = [], []
    for _ in range(40):
        u = u0 + delta * rng.uniform(-1, 1, 2 * size * size)
        best.append(cheapest_path(size, size, u) / size)
        greedy.append(greedy_path(size, size, u) / size)
    error = 2 * delta / np.sqrt(18 * 40 * size)
    assert abs(np.mean(greedy) - (u0 - delta / 3)) < 5 * error
    assert np.mean(best) < u0 - delta / 3
    print(f"  n = W = {size}: {np.mean(best):.4f} V, "
          f"{np.mean(greedy):.4f} V")
print(f"greedy bound u0 - delta/3 = {u0 - delta / 3:.4f} V")

# With one common power and no on-state limit, disorder leaves the exponent.
alpha = 5.0
law = power_law(u0 + 0.9 * pattern, alpha)
V = 36.0
x, ok, _ = newton(A, s, law, V, linear_profile(n, W, V))
assert ok
_, I, G = terminal(A, s, law, V, x)
assert abs(V * G / I - alpha) < 1e-6
print(f"common power {alpha:.0f}, delta = 0.9 V: "
      f"network exponent = {V * G / I:.6f}")
print("PASS")
```

It prints:

```
layers n = 12, grains per layer W = 12
boundaries = 288, unknown potentials = 132
centre u0 = 3.00 V, smoothing w = 0.050 V
g_high = 1.0 mS, g_low = 1.0e-04 mS
mean of random pattern (units of delta) = -0.0052
small network: Newton current = 1.57928215 mA
small network: node-by-node   = 1.57928215 mA
cold start, delta = 0.6 V, V = 36 V, 8 iterations
  iteration 0: step 0.0000, residual 1.14e+00 mA
  iteration 1: step 0.5000, residual 7.26e-01 mA
  iteration 2: step 1.0000, residual 2.76e-01 mA
  iteration 3: step 1.0000, residual 1.16e-01 mA
  iteration 4: step 1.0000, residual 1.12e-02 mA
  iteration 5: step 1.0000, residual 1.56e-03 mA
  iteration 6: step 1.0000, residual 1.23e-04 mA
  iteration 7: step 1.0000, residual 4.20e-07 mA
  iteration 8: step 1.0000, residual 4.31e-11 mA
at 36 V: I = 2.85905 mA, dI/dV = 1.07569 mS
sharp networks: w = 0.01 V, delta = 0.9 V, 20 samples
  damped: all converged, at most 16 iterations
  undamped: 0 of 20 not converged in 60 iterations
cheapest path, delta = 0.6 V: V_on = 31.2987 V
onset test uses w = 0.01 V, g_low = 1e-6 mS
  I at V_on - 0.6 V = 1.592e-04 mA
  I at V_on + 0.6 V = 9.334e-02 mA
per layer: onset, mean u, 10-90% knee width; then max dlnI/dlnV
  delta 0.0 V: 3.0000 V, 3.0000 V, 0.2222 V; 52.1
  delta 0.3 V: 2.8041 V, 2.9984 V, 0.4123 V; 45.5
  delta 0.6 V: 2.6082 V, 2.9969 V, 0.7239 V; 39.8
  delta 0.9 V: 2.4123 V, 2.9953 V, 1.0544 V; 35.5
equal-boundary width 2 w ln 9 = 0.2197 V
current in mA at V/n, for delta = 0 and delta = 0.9 V
  2.40 V: 0.00577, 0.06657
  2.60 V: 0.00664, 0.57505
  2.80 V: 0.02850, 1.93040
  3.00 V: 0.83889, 4.19290
  3.20 V: 4.82898, 7.09188
  3.60 V: 14.40721, 14.80880
  4.00 V: 24.00720, 24.12216
thickness, delta = 0.6 V: mean V_on/n and greedy path/n
  n = W = 12: 2.6489 V, 2.8225 V
  n = W = 24: 2.6518 V, 2.8154 V
  n = W = 48: 2.6584 V, 2.7976 V
greedy bound u0 - delta/3 = 2.8000 V
common power 5, delta = 0.9 V: network exponent = 5.000000
PASS
```
